# Critical temperature and miscibility gap of a symmetric binary regular solution

An alloy layer is grown from two kinds of atom, A and B, which share $N$ equivalent lattice sites. A fraction $x$ of the sites holds A and a fraction $1-x$ holds B. Compared with the same atoms in pure A and pure B of the same crystal structure, the alloy has an extra energy $Wx(1-x)$ per atom. Here $W>0$ depends on neither composition nor temperature, and "per atom" means per atom on the mixing sites. The question is at which temperatures the layer can be a uniform alloy in equilibrium, and what replaces it otherwise.

Four assumptions hold until part (f). The atoms are placed at random on the sites, separate phases exert no strain on each other, the energy of the interfaces between them is negligible, and no ordered or other crystal structure competes. Numerical values are for a model alloy with $W=0.200$ eV, which is 19.3 kJ per mole of mixing atoms. Boltzmann's constant is $k=8.617\times10^{-5}$ eV/K.

## (a) The free energy of mixing

**Find the free energy of mixing per atom, $f(x,T)$, and relate $W$ to the energies of nearest-neighbour bonds.**

*Solution.* With $n=xN$ atoms of kind A there are $\Omega=N!/[n!(N-n)!]$ arrangements. Each pure crystal has one arrangement, so the entropy of mixing is $k\ln\Omega$. For large $M$, Stirling's formula gives $\ln M!=M\ln M-M$ up to terms of order $\ln M$. Hence

$$\frac{\ln\Omega}{N}=\ln N-1-x\ln(xN)+x-(1-x)\ln[(1-x)N]+(1-x).$$

The terms without logarithms add to zero. The terms in $\ln N$ carry the factor $1-x-(1-x)=0$. What remains is

$$\frac{\ln\Omega}{N}=-x\ln x-(1-x)\ln(1-x).$$

For the energy, let every site have $z$ neighbours, so that there are $zN/2$ bonds, with energies $e_{AA}$, $e_{BB}$ and $e_{AB}$. In a random alloy a bond is AA with probability $x^2$, BB with probability $(1-x)^2$ and AB with probability $2x(1-x)$. The separated crystals have the mean bond energy $xe_{AA}+(1-x)e_{BB}$. Since $x^2-x=(1-x)^2-(1-x)=-x(1-x)$, the difference per bond is

$$x(1-x)\,(2e_{AB}-e_{AA}-e_{BB})=2x(1-x)\,w,\qquad w=e_{AB}-\tfrac12(e_{AA}+e_{BB}).$$

With $z/2$ bonds per atom, the energy of mixing is $zw\,x(1-x)$, so $W=zw$. A positive $W$ means that unlike neighbours cost energy. The free energy of mixing, energy minus $T$ times entropy, is

$$f(x,T)=Wx(1-x)+kT\,[x\ln x+(1-x)\ln(1-x)].$$

## (b) The critical temperature

**Above which temperature is the uniform alloy stable at every composition, and at which composition does stability first fail on cooling?**

*Solution.* Let a fraction $\phi$ of the atoms form a phase of composition $x_2$ and the rest a phase of composition $x_1$. Conservation of atoms requires $x=(1-\phi)x_1+\phi x_2$. The free energy per atom becomes $(1-\phi)f(x_1)+\phi f(x_2)$, which is the height at $x$ of the chord joining two points of the curve $f$.

If $f$ is strictly convex, every chord lies above the curve and every split costs free energy. The same holds for more than two phases, because a weighted mean of values of a convex function is never below its value at the mean. If instead $f''(x)<0$ at some $x$, a split into equal amounts of $x-\delta$ and $x+\delta$ changes the free energy by

$$\tfrac12[f(x-\delta)+f(x+\delta)]-f(x)\approx\tfrac12f''(x)\,\delta^2<0$$

for small $\delta$, and the uniform alloy is not the equilibrium state. The sign of the curvature therefore decides. Differentiating twice,

$$f'=W(1-2x)+kT\ln\frac{x}{1-x},$$

$$f''=-2W+kT\left(\frac1x+\frac1{1-x}\right)=\frac{kT}{x(1-x)}-2W.$$

Because $x(1-x)=\tfrac14-(x-\tfrac12)^2\le\tfrac14$,

$$f''\ge4kT-2W,$$

with equality at $x=\tfrac12$ and nowhere else. The right-hand side changes sign at

$$\boxed{T_c=\frac{W}{2k}}$$

For $T>T_c$ the curvature is positive everywhere. At $T=T_c$ it vanishes at the single point $x=\tfrac12$, so $f'$ still increases strictly and $f$ is still strictly convex. For $T<T_c$ the curvature at $x=\tfrac12$ is negative. Stability thus first fails at equal composition.

The factor 2 comes from two curvatures at $x=\tfrac12$: the energy contributes $-2W$ and the entropy $+4kT$. For the model alloy,

$$T_c=\frac{0.200\ \text{eV}}{2\times8.617\times10^{-5}\ \text{eV/K}}=1160\ \text{K}.$$

A search for the loss of convexity in sampled values of $f$, without derivatives, agrees with this to within one part in $10^4$. At 1250 K the smallest curvature is $+0.031$ eV, so the alloy mixes at all compositions. If $W\le0$, then $f''>0$ at every positive temperature and there is no gap.

## (c) The gap below the critical temperature

**For $T<T_c$, find the compositions at which the curvature vanishes (the spinodal) and those of the coexisting phases (the binodal). Examine the limits $T\to T_c$ and $T\to0$.**

*Solution.* Since $f(x)=f(1-x)$, it is enough to treat $x\le\tfrac12$. Write $x=(1-m)/2$ with $0\le m<1$, so that $x(1-x)=(1-m^2)/4$.

*Spinodal.* The condition $f''=0$ reads $kT=2Wx(1-x)=\tfrac12W(1-m^2)$. Division by $kT_c=W/2$ gives

$$m_s=\sqrt{1-T/T_c}.$$

*Binodal.* The minima of $f$ satisfy $f'=0$. With $1-2x=m$ and $x/(1-x)=(1-m)/(1+m)$ this is

$$Wm=kT\ln\frac{1+m}{1-m}=2kT\,\mathrm{artanh}\,m,$$

which for $m>0$ gives

$$\frac{\mathrm{artanh}\,m}{m}=\frac{T_c}{T},\qquad\text{or}\qquad m=\tanh\frac{mT_c}{T}.$$

The series $\mathrm{artanh}\,m/m=1+m^2/3+m^4/5+\dots$ rises steadily from 1 to infinity. There is therefore one solution $m_b>0$ when $T<T_c$ and none when $T\ge T_c$. This is a second route to the same critical temperature.

It remains to show that $x_b=(1-m_b)/2$ and $1-x_b$ are the coexisting compositions. As $x\to0$, $f'\to-\infty$, so $f$ falls from $x=0$ to $x_b$ and then rises to $x=\tfrac12$. The points $x_b$ and $1-x_b$ are thus the two lowest points of $f$, at equal height. No set of phases can have a mean free energy below this minimum, and for any $x$ between the two points a mixture of these two phases reaches it.

Outside this interval the uniform alloy is stable. To see this, compare $m_b$ with $m_s$. Term by term, $1+m^2/3+m^4/5+\dots<1+m^2+m^4+\dots=1/(1-m^2)$. Hence $T/T_c>1-m_b^2$, which means $m_s<m_b$: the spinodal lies inside the binodal. The curve made of $f$ outside the gap and the horizontal line inside it therefore has a slope that never decreases. It is convex and nowhere above $f$, so no split can go below it.

*Near $T_c$,* the series gives $T/T_c\approx1-m_b^2/3$, so

$$m_b\approx\sqrt{3(1-T/T_c)},$$

which is $\sqrt3$ times the spinodal value. At $T=0.999\,T_c$ the full equation gives 0.05475 and the square-root law 0.05477.

*At low temperature,* $x_b$ is small and $m_b\to1$. Then $f'=0$ becomes $W\approx kT\ln(1/x_b)$, or $x_b\approx e^{-W/kT}$. A lone A atom in B costs the energy $W$, and its solubility is the corresponding Boltzmann factor.

For the model alloy the A-poor sides of the two curves are as follows; the A-rich sides are at $1-x$.

| $T$ (K) | binodal $x_b$ | spinodal $x_s$ |
|---|---|---|
| 600 | 0.025 | 0.153 |
| 900 | 0.128 | 0.263 |
| 1100 | 0.306 | 0.386 |

## (d) Three films at 900 K

**Classify films with $x=0.05$, $0.20$ and $0.30$ at 900 K. For the last, find the amounts of the two phases and the free energy gained by separation.**

*Solution.* Here $kT=77.56$ meV, $x_b=0.128$ and $x_s=0.263$. The coexisting phases have $f=-7.347$ meV.

The film with $x=0.05$ lies outside the binodal and is stable.

The film with $x=0.20$ lies between binodal and spinodal. Its curvature is $77.56/0.16-400=+85$ meV, so a split into $0.19$ and $0.21$ raises the free energy, by $\tfrac12(85\ \text{meV})(0.01)^2=4.2$ µeV per atom. Full separation nevertheless lowers it by $-6.809-(-7.347)=0.538$ meV per atom. The film is metastable: it resists small composition waves but not a sufficiently large change.

The film with $x=0.30$ lies inside the spinodal. Its curvature is $77.56/0.21-400=-31$ meV, and the same small split lowers the free energy by 1.5 µeV per atom. It is unstable, with no barrier against separation in this model. Its free energy is

$$f=200\times0.21-77.56\times0.6109=-5.38\ \text{meV},$$

and full separation gains $-5.376-(-7.347)=1.971$ meV per atom. From the conservation of atoms in part (b), the A-rich phase holds the fraction

$$\phi=\frac{0.300-0.128}{0.872-0.128}=0.231$$

of the atoms, and the A-poor phase the other 0.769.

The gain is small compared with $kT$, but it is a gain per atom, and a region of many atoms collects it many times over. These are statements about equilibrium. They do not say how fast a film separates, and a film whose atoms hardly move after burial can keep its grown composition.

## (e) Is a negative free energy of mixing enough?

**At which temperature does $f(\tfrac12,T)$ change sign? Does $f<0$ ensure that the alloy stays uniform?**

*Solution.* At equal composition

$$f(\tfrac12,T)=\frac W4-kT\ln2,$$

which vanishes at $T_0=W/(4k\ln2)=T_c/(2\ln2)$. For the model alloy this is 837 K, well below $T_c=1160$ K.

At 900 K, $f(\tfrac12)=50.00-53.76=-3.76$ meV. The uniform alloy is then favoured over pure A next to pure B. The two alloys with $x=0.128$ and $0.872$ have $-7.35$ meV, which is lower still, so the uniform alloy separates into them. The sign of $f$ compares the alloy with the pure elements alone, whereas stability requires a comparison with every pair of phases, which is what convexity expresses.

## (f) Other conventions and a strained film

**How does $T_c$ change (i) if half of all atoms mix and the energy is quoted per atom of the whole crystal, and (ii) if the film is held to the lateral lattice spacing of its substrate?**

*Solution.* (i) In a compound such as $A_xB_{1-x}C$ the C atoms fill their own sublattice. Let the energy of mixing be $W'x(1-x)$ per atom of either sublattice. Only half of these atoms contribute to the entropy of mixing, so the entropy term carries a factor $\tfrac12$, and the smallest curvature is $2kT-2W'$. Hence $kT_c=W'$. The physics is unchanged, because for a given crystal $W'=W/2$. Using a value quoted per atom of the whole crystal in $W/(2k)$ would give half the correct temperature: 0.200 eV in this convention means 2321 K.

(ii) Suppose that the film separates into layers parallel to the substrate, each strained to the substrate's lateral spacing. If the lattice spacing varies linearly with composition and the elastic constants do not vary, the strain is proportional to $x-x_0$ to leading order in a small mismatch, where $x_0$ is the lattice-matched composition. The elastic energy per atom is then $B(x-x_0)^2$ with $B>0$. It adds $2B$ to $f''$ at every composition, so the smallest curvature is $4kT-2W+2B$ and

$$T_c=\frac{W-B}{2k}\qquad(B<W).$$

For $B\ge W$ this kind of separation does not occur at any positive temperature. Strain opposes this layered separation because separation at fixed mean composition raises the mean of $(x-x_0)^2$, and with it the elastic energy, even if one of the layers fits the substrate better than before.

Other patterns can cost less. A composition wave along the film relaxes partly at the free surface. Take a film and substrate with the same isotropic elastic constants and a Poisson ratio of 0.3. A wave about five film thicknesses long then costs only about $0.47B$ in place of $B$, so with $B=W=0.200$ eV the film is unstable below about 610 K although layers never form. Misfit dislocations in a thick film also release strain. The value $(W-B)/(2k)$ is therefore a lower limit for the critical temperature of a strained film.

## (g) How good is random mixing?

**For which interaction does the result of part (b) become exact, and how far off is it for nearest-neighbour bonds on the square lattice?**

*Solution.* Let every unlike pair of atoms, at any distance, cost $W/N$. With $n$ atoms of kind A there are $n(N-n)$ unlike pairs, so the energy is $Wn(N-n)/N=NWx(1-x)$ for every arrangement. No arrangement is preferred over another with the same $n$, and random mixing is exact: $f(x,T)$ is the true free energy at fixed composition for large $N$. For the same reason a sample with fixed $n$ never separates in space. The chord of part (b) assumes that separated phases do not interact, which fails when every atom interacts with every other. In this model the critical temperature shows only when the overall composition is free to change.

Now let $n$ vary by exchange with a reservoir that favours neither kind of atom. The weight of $n$ is $P(n)=\Omega(n)\,e^{-Wn(N-n)/(NkT)}$, and the ratio of successive weights is

$$\ln\frac{P(n+1)}{P(n)}=\ln\frac{N-n}{n+1}+\frac{W(2n+1-N)}{NkT}.$$

Treated as a function of continuous $n$, this is zero at $n=(N-1)/2$. Its second derivative, $-1/(N-n)^2+1/(n+1)^2$, is not positive for larger $n$, so the function is concave there. For even $N$, if it is not positive at $n=N/2$, it stays so for all larger $n$, and $P$ has a single peak at the centre. If it is positive at $n=N/2$, the centre is not the maximum and, by symmetry, there are two peaks. The change occurs when $W/(NkT)=\ln(1+2/N)$, that is, at

$$kT=\frac{W}{N\ln(1+2/N)}\approx\frac W2\left(1+\frac1N\right).$$

The exact weights split at 1166.2 K for $N=200$ and at 1161.0 K for $N=2000$, approaching $W/(2k)$ as $N$ grows. It is in this sense, as the temperature at which the distribution of the overall composition splits, that the result of part (b) is exact for this interaction.

With nearest-neighbour bonds the energy does depend on the arrangement, and the occupations of neighbouring sites are correlated. On the square lattice, where $W=4w$, a calculation that keeps these correlations gives $kT_c\approx0.28\,W$ instead of $0.50\,W$. In that case random mixing puts the critical temperature too high by a factor of about 1.8. The error is smaller in three dimensions: on the simple cubic lattice, where $W=6w$, $kT_c\approx0.375\,W$, a factor of about 1.3. For short-range bonds, $W/(2k)$ is thus a mean-field estimate. So is the square-root law of part (c): on the square lattice the gap width at 0.999 of the true critical temperature is about 0.5, not 0.055. The numerical output below gives the values for the model alloy and the critical temperature of the square lattice.

## Computed values

```
Mixing parameter W = 0.200 eV per mixing atom
W per mole of mixing atoms = 19.30 kJ/mol
Boltzmann constant k = 8.617333e-05 eV/K
Critical temperature W/(2k) = 1160.5 K
Entropy/k at x=0.30: counted, N=10^6: 0.61086; formula: 0.61086
Unlike bonds per site, 4x4 lattice, x=1/2: 1.0667
  same without the finite-size factor 16/15: 1.0000
Critical temperature from sampled f = 1160.4 K at x = 0.500
Same W per atom of both sublattices, half mixing: Tc = 2320.9 K
Composition distribution splits, N=200: T = 1166.24 K
Composition distribution splits, N=2000: T = 1161.03 K
Square lattice with correlations: k Tc / W = 0.284
Random mixing: k Tc / W = 0.500
T=600 K: binodal x = 0.0247, 0.9753; spinodal x = 0.1525, 0.8475
T=900 K: binodal x = 0.1280, 0.8720; spinodal x = 0.2631, 0.7369
T=1100 K: binodal x = 0.3065, 0.6935; spinodal x = 0.3859, 0.6141
T=1250 K: smallest curvature of f = 0.0309 eV
Gap width at T=0.999 Tc: 0.05475; square-root law: 0.05477
At 900 K: kT = 77.556 meV, T/Tc = 0.7756
x=0.05: f = -5.896 meV; split by +-0.01 changes f by 62.163 ueV
  gain by full separation = 0.000 meV per atom
x=0.20: f = -6.809 meV; split by +-0.01 changes f by 4.244 ueV
  gain by full separation = 0.538 meV per atom
x=0.30: f = -5.376 meV; split by +-0.01 changes f by -1.532 ueV
  gain by full separation = 1.971 meV per atom
x=0.30: fraction of atoms in A-rich phase = 0.2312, A-poor = 0.7688
f of the coexisting phases at 900 K = -7.347 meV
f(1/2) changes sign at T = 837.1 K
At 900 K: W/4 = 50.000 meV, kT ln 2 = 53.758 meV
f(1/2) at 900 K = -3.758 meV
```
